# Spin and nuclear moments from hyperfine constants: the A-ratio test

## The problem

A short-lived isotope of unknown nuclear spin $I$ is studied by laser spectroscopy on a transition from a lower level with $J=1/2$ (label $l$) to an upper level with $J=3/2$ (label $u$). Five hyperfine lines are recorded, each with an independent error of 1 MHz. Their positions from a fixed frequency origin are listed with the offset $F-I$ of the two levels:

| lower $F-I$ | upper $F-I$ | position (MHz) |
|---|---|---|
| $+1/2$ | $+3/2$ | $-435.0$ |
| $+1/2$ | $+1/2$ | $-592.5$ |
| $+1/2$ | $-1/2$ | $-780.0$ |
| $-1/2$ | $+1/2$ | $907.5$ |
| $-1/2$ | $-1/2$ | $720.0$ |

The spectrum was scanned only in narrow windows around these five lines, so a line to the upper level $F=I-3/2$, if that level exists, was not recorded. The lines were fitted with a centroid and the constants $A_l$, $A_u$, $B_u$, once for each trial spin $I'$:

| $I'$ | $A_l$ (MHz) | $A_u$ (MHz) | $B_u$ (MHz) |
|---|---|---|---|
| 1 | 1000.0 | 78.5 | $-31.0$ |
| 3/2 | 750.0 | 69.0 | $-49.5$ |
| 2 | 600.0 | 60.0 | $-60.0$ |
| 5/2 | 500.0 | 52.6 | $-66.1$ |
| 3 | 428.6 | 46.6 | $-69.6$ |
| 7/2 | 375.0 | 41.8 | $-71.8$ |

A reference isotope of the same element has $I=3/2$, $\mu=2.0\,\mu_N$, $Q=0.20$ b, $A_l=1000$ MHz, $A_u=100$ MHz and $B_u=50$ MHz. All data are round model values, and the lines are synthetic. Find the spin, the magnetic moment and the quadrupole moment of the short-lived isotope.

## A tempting solution

Try the spin of the reference, $I'=3/2$. The fit reproduces all five lines, so the spin seems confirmed. The magnetic constant is proportional to $\mu/I$ and the quadrupole constant to $Q$, hence

$$\mu=2.0\,\mu_N\,\frac{750\times 3/2}{1000\times 3/2}=1.50\,\mu_N,\qquad Q=0.20\ \text{b}\times\frac{-49.5}{50}=-0.198\ \text{b}.$$

Both values look reasonable. Both are wrong.

## Where it fails

The scaling laws are sound; the fault is the word "confirmed". To see it we need the level energies.

**Constants.** The nuclear moment is $\boldsymbol\mu=\mu\,\mathbf I/I$, and the electrons' magnetic field at the nucleus is proportional to $\mathbf J$. The magnetic energy is therefore $A\,\mathbf I\cdot\mathbf J$ with $A=\mu b/(IJ)$, where $b$ is an electronic factor that includes the sign of the field. The electric energy is $\frac16\sum_{ij}Q_{ij}V_{ij}$, where $V_{ij}$ is the field gradient. Within fixed $I$ and $J$,

$$Q_{ij}=\frac{eQ\,T_{ij}(\mathbf I)}{I(2I-1)},\qquad V_{ij}=\frac{V_{zz}T_{ij}(\mathbf J)}{J(2J-1)},\qquad T_{ij}(\mathbf I)=\tfrac32(I_iI_j+I_jI_i)-\delta_{ij}\mathbf I^2 .$$

Since $T$ is symmetric and traceless,

$$\sum_{ij}T_{ij}(\mathbf I)T_{ij}(\mathbf J)=3\Big[\tfrac32\sum_{ij}(I_iI_j+I_jI_i)J_iJ_j-\mathbf I^2\mathbf J^2\Big].$$

The first product sums to $(\mathbf I\cdot\mathbf J)^2$. Reordering the second with the commutators of $\mathbf I$ and $\mathbf J$ gives $(\mathbf I\cdot\mathbf J)^2+\mathbf I\cdot\mathbf J$. With $B=eQV_{zz}/h$, and $\mathbf I\cdot\mathbf J=K/2$ where $K=F(F+1)-I(I+1)-J(J+1)$, the energy in frequency units is

$$W_F=\frac{AK}{2}+B\,\frac{\frac34K(K+1)-I(I+1)J(J+1)}{2I(2I-1)J(2J-1)} .$$

This is first order: mixing with other $J$ levels, external fields and a magnetic octupole term are left out. The $B$ term is absent for $J=1/2$.

**Intervals.** Put $m=I+1/2$. Between neighbours, $K_F-K_{F-1}=2F$, so the magnetic interval is $AF$. The lower level has its upper component at $F=m$, giving

$$\Delta_l=A_l m .$$

For $J=3/2$, using $I(I+1)=m^2-\frac14$,

$$K_F+K_{F-1}+1=2F^2-2I(I+1)-\tfrac{15}{2}+1=2(F^2-m^2-3).$$

The difference of $K(K+1)$ is the product $4F(F^2-m^2-3)$. Multiplying by $3/4$ and dividing by $J(2J-1)=3$ leaves $qF(F^2-m^2-3)$, where $q=B_u/[2I(2I-1)]$. For $F=m+1,\,m,\,m-1$ the upper intervals are

$$\begin{aligned}\Delta_+&=(m+1)[A_u+2(m-1)q],\\ \Delta_0&=m(A_u-3q),\\ \Delta_-&=(m-1)[A_u-2(m+1)q].\end{aligned}$$

**Counting.** The five lines join two lower and three upper levels. Apart from a common shift, five level energies contain four numbers: $\Delta_l$, $\Delta_+$, $\Delta_0$ and an origin. The fifth line adds a closure relation, $907.5-720.0=-592.5+780.0$, which holds for any spin. The fit has four parameters. For a trial spin with $m'=I'+1/2$ they always exist:

$$A_l'=\frac{\Delta_l}{m'},\qquad q'=\frac{1}{2m'+1}\left(\frac{\Delta_+}{m'+1}-\frac{\Delta_0}{m'}\right),\qquad A_u'=\frac{\Delta_0}{m'}+3q' .$$

The expression for $q'$ follows by subtracting $\Delta_0/m'=A_u'-3q'$ from $\Delta_+/(m'+1)=A_u'+2(m'-1)q'$. Noise would spoil the closure relation, but equally for every trial spin. A perfect fit thus says nothing about $I$, provided $I'\ge1$. Spins 0 and 1/2 are excluded because they give fewer than five lines.

The lines give $\Delta_l=907.5+592.5=1500$ MHz, $\Delta_+=157.5$ MHz and $\Delta_0=187.5$ MHz. For $I'=3/2$, $m'=2$:

$$A_l'=750,\quad q'=\frac{52.5-93.75}{5}=-8.25,\quad A_u'=93.75-24.75=69,\quad B_u'=6q'=-49.5\ \text{MHz},$$

which is the tabulated row.

## The right criterion

In $A_u/A_l$ the nuclear factor $\mu/I$ cancels. The ratio $R$ is then the same for all isotopes, if the hyperfine anomaly (the small effect of the nuclear distribution of magnetization and charge) is neglected. The reference requires $R=100/1000=0.1000$. The fits give:

| $I'$ | $A_u'/A_l'$ | deviation from reference | $\mu'$ ($\mu_N$) | $Q'$ (b) |
|---|---|---|---|---|
| 1 | 0.0785 | $-21.5\%$ | 1.333 | $-0.124$ |
| 3/2 | 0.0920 | $-8.0\%$ | 1.500 | $-0.198$ |
| 2 | 0.1000 | $0.0\%$ | 1.600 | $-0.240$ |
| 5/2 | 0.1052 | $+5.2\%$ | 1.667 | $-0.264$ |
| 3 | 0.1088 | $+8.8\%$ | 1.714 | $-0.279$ |
| 7/2 | 0.1113 | $+11.3\%$ | 1.750 | $-0.287$ |

Among these, $I=2$ is selected. The nearest rival, 5/2, is off by 14 standard errors, and the tempting 3/2 by 24. Only the difference between the anomalies of the two levels enters $R$, and it would have to reach about 5% to imitate the rival. These significances take the reference ratio as exact; a 1% error in it would reduce the 14 standard errors to about 5. They also rest on the given assignment of the lines. If the lines at 907.5 and 720.0 MHz were instead assigned to the upper levels $I-1/2$ and $I-3/2$, spin 4 would fit acceptably ($\chi^2\approx3.4$ for one degree of freedom) with a ratio only 1.3% off. In a real spectrum the assignment must be secured separately, for example from line strengths.

The moments follow from the row $I=2$:

$$\mu=2.0\,\mu_N\,\frac{600\times2}{1000\times3/2}=1.600\,\mu_N,\qquad Q=0.20\ \text{b}\times\frac{-60}{50}=-0.240\ \text{b}.$$

The lower splitting is the mean of two independent line differences, each with error $\sqrt2$ MHz, so its error is 1 MHz and that of $A_l$ is $1/2.5=0.4$ MHz. Hence $\delta\mu=1.6\times0.4/600=0.0011\,\mu_N$. The fit error of $B_u$, 1.3 MHz, gives $\delta Q=0.005$ b. Errors of the reference data are not included, nor is the hyperfine anomaly of the lower level, which enters $\mu$ directly: an anomaly of 1% would shift $\mu$ by $0.016\,\mu_N$, far more than the statistical error. In other units, $\mu=8.081\times10^{-27}$ J/T and $Q=-24.0$ fm².

The magnetic moment itself is a poor warning of a wrong spin. Since $A_l'\propto1/m'$,

$$\frac{\mu'}{\mu}=\frac{I'/(I'+1/2)}{I/(I+1/2)} ,$$

which is $0.75/0.80=0.94$ for $I'=3/2$. The false moment is 6% low, a plausible value, yet the shift is about 90 times the quoted error.

## How a wrong spin distorts the ratio

Combining the expressions for $q'$ and $A_u'$,

$$(2m'+1)A_u'=\frac{3\Delta_+}{m'+1}+\frac{2(m'-1)\Delta_0}{m'} .$$

Multiply by $m'$ and use $A_l'=A_lm/m'$:

$$\frac{R'}{R}=\frac{1}{mA_u(2m'+1)}\left[\frac{3m'\Delta_+}{m'+1}+2(m'-1)\Delta_0\right].$$

Insert the true intervals and subtract 1, that is, subtract $mA_u(2m'+1)$ from the bracket. The terms in $A_u$ have the coefficient

$$\frac{3m'(m+1)}{m'+1}+2m(m'-1)-m(2m'+1)=\frac{3m'(m+1)}{m'+1}-3m=\frac{3(m'-m)}{m'+1},$$

and those in $q$ have

$$\frac{6m'(m^2-1)}{m'+1}-6m(m'-1)=-\frac{6(m'-m)(mm'+1)}{m'+1}.$$

With $\beta=q/A_u=B_u/[2I(2I-1)A_u]$ this gives

$$\boxed{\frac{R'}{R}-1=\frac{3(m'-m)\,[1-2\beta(mm'+1)]}{m(m'+1)(2m'+1)}}$$

Here $m=2.5$ and $\beta=-60/(12\times60)=-1/12$. For $I'=3/2$ the law gives $3(-0.5)(2)/(2.5\times3\times5)=-0.080$, as found.

**No quadrupole moment.** For $\beta=0$ the same error gives only $-4.0\%$, and $I'=5/2$ gives $+2.1\%$. The negative $\beta$ of this isotope therefore helps the test. For large $m'$ the distortion at $\beta=0$ falls as $3/(2mm')$. The fall is slow: for $I'=10$ the ratio is still off by 3.8%, or 7 standard errors with the present line errors.

**Spins above the table.** With the present $\beta$ the distortion is

$$\frac{R'}{R}-1=0.2\,\frac{2.5m'^2+0.75m'-17.5}{2m'^2+3m'+1}.$$

Its derivative has the sign of $6m'^2+75m'+53.25>0$, so the deviation keeps growing, towards $-3\beta=25\%$. With the given assignment, no higher spin competes with $I=2$.

**An upper level with $J=1/2$.** Its splitting is also $A_um$. Both constants then scale as $m/m'$, and their ratio is the same for every trial spin. Such a transition offers no ratio test.

## When the ratio is blind

The distortion vanishes for a wrong spin if $\beta=1/[2(mm'+1)]$. One might hope that the sixth line then decides. For $I'\ge3/2$ the trial fit predicts

$$\Delta_-'=(m'-1)[A_u'-2(m'+1)q']=\frac{m'-1}{2m'+1}\left[4\Delta_0-\frac{(2m'-1)\Delta_+}{m'+1}\right].$$

Subtract the true $\Delta_-$ and multiply by $(m'+1)(2m'+1)$. The right side becomes

$$4(m'^2-1)\Delta_0-(m'-1)(2m'-1)\Delta_+-(m'+1)(2m'+1)\Delta_- .$$

After inserting the intervals, the coefficient of $A_u$ is $6(m'-m)$. In the coefficient of $q$, the last two terms combine to $12m'(m^2-1)$, and the total is

$$-12m(m'^2-1)+12m'(m^2-1)=-12(m'-m)(mm'+1).$$

Comparison with the boxed law gives

$$\Delta_-'-\Delta_-=2mA_u\left(\frac{R'}{R}-1\right).$$

In the main example, $I'=5/2$ mispredicts the interval by $300\times0.0518=15.5$ MHz, so recording the sixth line would expose it. But where the ratio is blind, the sixth line is blind too, provided both spins are at least 3/2. For spin 1 the upper level $F=I-3/2$ does not exist, so the presence or absence of the sixth line decides.

For $I=2$ and $I'=5/2$ this happens at $\beta=1/17$, or $Q=0.169$ b with the other parameters unchanged. Spin 2 then gives $(A_l,A_u,B_u)=(600,60,42.4)$ MHz and spin 5/2 gives $(500,50,58.8)$ MHz. Both reproduce all six positions and $R=0.1000$.

Other information must decide. If the mass number is known, its parity separates 2 from 5/2: an even number of nucleons has integer spin, an odd number half-integer spin. It does not fix the spin, because with finite errors the blindness covers a range of $Q$ (about 0.08 to 0.26 b for spin 5/2 at three standard errors), and at $Q=0.169$ b the integer spin 3 misses the ratio by only 0.5%, about 1.3 standard errors. Line strengths can also help. If all magnetic sublevels of both lower hyperfine levels are equally populated and the absorption is weak, each lower hyperfine level absorbs in proportion to its $2F+1$ states once all its upper levels are summed, because the light acts on the electrons alone. The two summed strengths are in the ratio $(2I+2)/(2I)=(I+1)/I$, which is 1.50 for spin 2 and 1.40 for spin 5/2. The strengths must then be measured to clearly better than the 7% between these values, and the sixth line must be included in the sum: the five lines alone give the ratio 2 for both spins.

The numerical output below lists the fits, and the distortion law was tested there against least-squares fits for 96 combinations of true spin, trial spin and quadrupole moment.

## Calculated quantities

```
Reference: I = 1.5, mu = 2.0 mu_N, Q = 0.2 b
Reference A_l, A_u, B_u = 1000.0, 100.0, 50.0 MHz
Reference ratio A_u/A_l = 0.10000
Assumed error of each line = 1.0 MHz
Five lines from true centroid (F_l-I -> F_u-I), MHz:
  +0.5 -> +1.5:  -435.000
  +0.5 -> +0.5:  -592.500
  +0.5 -> -0.5:  -780.000
  -0.5 -> +0.5:   907.500
  -0.5 -> -0.5:   720.000
Lower splitting = 1500.000 MHz
Upper intervals from top = 157.500, 187.500, 142.500 MHz
Fits: trial I, A_l, A_u, B_u, centroid (MHz), rms (MHz)
  1.0  1000.000   78.500   -31.000  -45.000 3.0e-13
  1.5   750.000   69.000   -49.500  -15.375 5.9e-13
  2.0   600.000   60.000   -60.000    0.000 7.6e-14
  2.5   500.000   52.589   -66.071    9.308 3.0e-13
  3.0   428.571   46.607   -69.643   15.536 1.6e-13
  3.5   375.000   41.750   -71.750   20.000 3.3e-13
Ratio: trial I, A_u/A_l, error, distortion %, deviation/error, distortion % if Q=0
  1.0 0.07850 0.00035  -21.500   -61.5  -12.000
  1.5 0.09200 0.00033   -8.000   -23.9   -4.000
  2.0 0.10000 0.00035   +0.000    +0.0   +0.000
  2.5 0.10518 0.00037   +5.179   +14.2   +2.143
  3.0 0.10875 0.00039   +8.750   +22.6   +3.333
  3.5 0.11133 0.00041  +11.333   +27.8   +4.000
Moments: trial I, mu (mu_N), Q (b), third upper interval (MHz)
  1.0 1.3333 -0.1240 no such level
  1.5 1.5000 -0.1980 118.500
  2.0 1.6000 -0.2400 142.500
  2.5 1.6667 -0.2643 158.036
  3.0 1.7143 -0.2786 168.750
  3.5 1.7500 -0.2870 176.500
Selected spin I = 2.0
Errors of A_l, A_u, B_u = 0.400, 0.217, 1.292 MHz
mu = 1.6000 +- 0.0011 mu_N = 8.0813e-27 J/T
Q = -0.2400 +- 0.0052 b = -24.00 fm^2
beta = -0.08333
Blind case for I = 2.0 and 2.5: beta = 0.05882, Q = 0.1694 b
  I=2.0: A_l, A_u, B_u = 600.000, 60.000, 42.353 MHz; A_u/A_l = 0.10000; strength ratio = 1.5000
  I=2.5: A_l, A_u, B_u = 500.000, 50.000, 58.824 MHz; A_u/A_l = 0.10000; strength ratio = 1.4000
Six-line rms in main example for I = 2.5: 2.834 MHz
Trial fits compared with the distortion law: 96
```
